\section*{Conjugate matching and the largest unclipped power of a transistor}

\section{Two problems with different scales}

A transistor drives a load of admittance $Y_L=G_L+jB_L$. Which load receives the most power? Dimensions already show that the question has two answers, depending on what is held fixed.

Suppose first that the drive is fixed and so small that nothing clips. The output is then a current source of amplitude $I_s$ in parallel with an output conductance $g_o$. With all susceptance tuned out, the power must have the form
\begin{equation}
P=\frac{I_s^2}{g_o}\,f\!\left(\frac{G_L}{g_o}\right),
\end{equation}
because $I_s$, $g_o$ and $G_L$ are the quantities available. The best load conductance is therefore a pure number times $g_o$.

Suppose instead that the drive may be raised until the transistor reaches a limit: a largest voltage amplitude $V_1$ or a largest current amplitude $I_1$. If these limits apply to the total channel current and the drain voltage, then
\begin{equation}
P=I_1V_1\,F\!\left(\frac{G_LV_1}{I_1}\right).
\end{equation}
The best conductance is now a pure number times $I_1/V_1$. Nothing in linear circuit theory makes $g_o$ equal to $I_1/V_1$, so the two optima generally differ. In this model both pure numbers turn out to be one.

\section{A counter-example}

\subsection{The device and its limits}

Phasors are peak amplitudes, so a voltage $V$ across $Y_L$ delivers $P=G_L|V|^2/2$. The transistor is taken as unilateral: the drain does not act back on the gate. Its output admittance is $Y_o=g_o+jB_o$, with $B_o=\omega C_{ds}$.

The parameters are rough typical values for a gallium nitride high-electron-mobility transistor on silicon carbide with 1 mm gate width, at 3.5 GHz. The supply is $V_{DD}=28$ V, the knee voltage $V_k=4$ V and the largest channel current $I_{\max}=1$ A. The transconductance is $g_m=300$ mS and $g_o=5$ mS. With $C_{ds}=0.30$ pF, $B_o=6.60$ mS.

In class A the bias current is $I_Q=I_{\max}/2$. A sinusoidal channel current stays between zero and $I_{\max}$ if its amplitude does not exceed $I_1=I_{\max}/2=0.5$ A. The mean drain voltage is $V_{DD}$, and the voltage stays above the knee if its amplitude does not exceed $V_1=V_{DD}-V_k=24$ V. Breakdown is assumed to lie above the upper voltage peak.

\subsection{Small drive favours the conjugate load}

Let the gate voltage amplitude be $V_g$. The currents leaving the drain node sum to zero:
\begin{equation}
g_mV_g+(Y_o+Y_L)V=0,\qquad V=-\frac{g_mV_g}{Y_o+Y_L}.
\label{eq:V}
\end{equation}
The load power is therefore
\begin{equation}
P=\frac{G_L\,g_m^2|V_g|^2}{2|Y_o+Y_L|^2}.
\label{eq:P}
\end{equation}
The conjugate load has $G_L=g_o=5$ mS, a parallel resistance of 200 ohm, and $B_L=-B_o$. Compare it with a load of the same susceptance but $G_L=I_1/V_1=20.83$ mS, or 48.0 ohm. The second will be called the load-line load.

At $V_g=0.40$ V the current source has amplitude $0.300\times0.40=0.120$ A, and
\begin{align}
P_{200}&=\frac{0.00500\times0.120^2}{2(0.00500+0.00500)^2}\ \text{W}=0.360\ \text{W},\\
P_{48}&=\frac{0.02083\times0.120^2}{2(0.00500+0.02083)^2}\ \text{W}=0.225\ \text{W}.
\end{align}
At this fixed small drive the conjugate load receives more power.

\subsection{The clipping limit reverses the order}

Now raise the drive separately for each load until a limit is reached. With $B_L=-B_o$ the channel sees the real conductance $G_L$, so its current amplitude is $G_L|V|$.

For the 200 ohm load, $|V|=24$ V needs a current amplitude of $0.005\times24=0.12$ A, well below 0.5 A. Voltage is the limit:
\begin{equation}
P_{200}^{\text{lin}}=\tfrac12(0.005)(24)^2\ \text{W}=1.44\ \text{W}.
\end{equation}
For the 48 ohm load, 24 V requires 0.5 A. Both limits are reached together:
\begin{equation}
P_{48}^{\text{lin}}=\tfrac12(0.5)(24)\ \text{W}=6.00\ \text{W}.
\end{equation}
The load that was worse at small drive delivers 4.17 times more unclipped power, a gain of 6.20 dB. The conjugate load leaves most of the available current swing unused.

From \eqref{eq:V}, the 48 ohm load reaches its limit at $V_g=24(0.02083+0.00500)/0.300\ \text{V}=2.067$ V. Linear theory at the same $V_g$ predicts $0.300\times2.067/0.010\ \text{V}=62.0$ V across the conjugate load. The drain would have to swing to $-34$ V from a 28 V supply. The linear prediction has left its domain of validity.

\section{The general statement and its proof}

\subsection{What available gain measures}

The small-signal result holds for any complex load. Expanding the squared magnitude gives
\begin{align}
|Y_o+Y_L|^2-4g_oG_L
&=(g_o+G_L)^2-4g_oG_L+(B_o+B_L)^2\nonumber\\
&=(G_L-g_o)^2+(B_L+B_o)^2\ge0 .
\end{align}
Define the available output power $P_{\rm av}=g_m^2|V_g|^2/(8g_o)$. Dividing \eqref{eq:P} by it yields
\begin{equation}
M=\frac{P}{P_{\rm av}}=\frac{4g_oG_L}{|Y_o+Y_L|^2}\le1,
\end{equation}
with equality if and only if $Y_L=Y_o^*$, for $g_o>0$.

Let the gate be driven by a current source $I_{\rm in}$ with conductance $G_s$, and let the gate capacitance be $C_{gs}$. Then $V_g=I_{\rm in}/(G_s+j\omega C_{gs})$, while the source's available power is $|I_{\rm in}|^2/(8G_s)$. The ratio of available powers is the available gain:
\begin{equation}
G_A=\frac{g_m^2|V_g|^2}{8g_o}\,\frac{8G_s}{|I_{\rm in}|^2}
=\frac{g_m^2G_s}{g_o|G_s+j\omega C_{gs}|^2}.
\end{equation}
It contains no $Y_L$. The load enters through the transducer gain $G_T=MG_A$, the delivered power divided by the source's available power. Conjugate matching makes $G_T=G_A$. Neither quantity contains $V_1$ or $I_1$, so neither can tell how much power the device can deliver before clipping.

\subsection{The largest unclipped power}

For the unilateral class-A model with limits $|V|\le V_1$ and $|I|\le I_1$, the following holds:
\begin{equation}
P_{\rm lin}\le P_{\max}=\frac{I_1V_1}{2},
\label{eq:bound}
\end{equation}
with equality if and only if $G_L=G_{\rm opt}=I_1/V_1$ and $B_L=-B_o$.

To prove it, write the total channel current as $I=g_mV_g+g_oV$. This is the current to which the limit applies. Equation \eqref{eq:V} becomes $I=-YV$, where
\begin{equation}
Y=Y_L+jB_o=G_L+j(B_L+B_o)
\end{equation}
is the admittance seen by the channel. The current limit thus requires $|V|\le I_1/|Y|$. Both limits together give
\begin{equation}
P_{\rm lin}=\frac{G_L}{2}\min\!\left(V_1^2,\frac{I_1^2}{|Y|^2}\right).
\label{eq:plin}
\end{equation}
The smaller of two positive numbers does not exceed their geometric mean, and $G_L=\operatorname{Re}Y\le|Y|$. Hence
\begin{equation}
P_{\rm lin}\le\frac{G_L}{2}\,\frac{V_1I_1}{|Y|}\le\frac{V_1I_1}{2}.
\end{equation}
The first inequality is an equality when $|Y|=I_1/V_1$, the second when $Y$ is real. Together these conditions give the stated load. $\square$

Formula \eqref{eq:plin} was tested on 532 complex loads, with $G_L$ from 4 to 58 mS and $B_L$ from $-24$ to 12 mS, both in steps of 2 mS. For each load the drive was raised until the linear waveforms ceased to satisfy a clipped device characteristic. The powers agreed with the formula to a largest relative difference of $8\times10^{-5}$.

\subsection{When the two loads coincide}

At the conjugate load $Y=g_o$. With $r=G_{\rm opt}/g_o$, equation \eqref{eq:plin} gives
\begin{equation}
\frac{P_{\rm conj}}{P_{\max}}=
\begin{cases}
1/r,& r\ge1\quad\text{(voltage limit)},\\
r,& r\le1\quad\text{(current limit)}.
\end{cases}
\end{equation}
The first line is $\tfrac12g_oV_1^2$ divided by $\tfrac12G_{\rm opt}V_1^2$. The second is $I_1^2/(2g_o)$ divided by $I_1^2/(2G_{\rm opt})$. The conjugate load gives the largest unclipped power when $r=1$, and not otherwise.

The static output curve decides which line applies if $g_o$ is its slope at the bias point. Hold the gate at its bias voltage and follow a straight curve down to the knee. The current there is $i_k=I_Q-g_oV_1$. Since $I_Q=I_1$, dividing by $I_Q$ gives
\begin{equation}
\frac{i_k}{I_Q}=1-\frac{g_oV_1}{I_1}=1-\frac1r .
\end{equation}
A transistor that still conducts at the knee has $i_k>0$, hence $r>1$, and the conjugate load is voltage-limited. In the example $i_k=0.380$ A, so $P_{\rm conj}/P_{\max}=1-0.380/0.500=0.24$, as found above.

A concave output curve leads to the same inequality. It lies below its tangent at the bias point, so $0<i(V_k)\le I_Q-g_oV_1$. The argument does not cover an output conductance at the signal frequency that differs from the static slope.

\subsection{The price in gain}

Setting $G_L=rg_o$ and $B_L=-B_o$ in $M$ gives
\begin{equation}
\frac{G_{T,\rm line}}{G_A}=\frac{4r}{(1+r)^2}.
\end{equation}
For $r=4.167$ this is 0.624, or $-2.05$ dB. With a 10 ohm source and $C_{gs}=1.2$ pF, the gain falls from 22.26 to 20.21 dB. Let $P_{\rm in}$ be the power available from the source, not the power absorbed by the gate. For $r>1$ the values needed to reach the clipping limit are in the ratio
\begin{equation}
\frac{P_{\rm in,line}}{P_{\rm in,conj}}
=r\,\frac{(1+r)^2}{4r}=\frac{(1+r)^2}{4}.
\end{equation}
This is 6.67 here: 57.1 mW against 8.56 mW. Below 8.56 mW both loads operate linearly and the conjugate load gives more output. A low-level stage that must supply gain can therefore use it. A stage that must supply several watts cannot, in this example.

\section{Beyond the sharp limits}

\subsection{A sloped knee and overdrive}

A real knee is not vertical. Let the channel current be bounded by $v/R_k$, with $R_k=V_k/I_{\max}=4$ ohm. For the conjugate load the lowest drain voltage is $V_{DD}-V$, where the current is $I_Q+g_oV$. The limit is reached when
\begin{equation}
I_Q+g_oV=\frac{V_{DD}-V}{R_k},\qquad
V=\frac{V_{DD}/R_k-I_Q}{g_o+1/R_k}=\frac{7.0-0.5}{0.255}\ \text{V}=25.5\ \text{V}.
\end{equation}
The unclipped power rises from 1.44 to 1.62 W, because a smaller current permits a lower drain voltage. The load-line load still gives 6.00 W: at its lowest voltage the current is $I_{\max}$, for which the knee is still at 4 V.

Overdrive was calculated with this sloped knee, a tuned load and all harmonics of the drain voltage shorted. At $V_g=2.067$ V the conjugate load receives 2.17 W, against 6.00 W for the load-line load. Its drain amplitude is 29.5 V, not 62.0 V. This slightly exceeds the supply, so the model drain briefly reaches $-1.5$ V, where the knee resistance conducts in reverse.

At 1 dB gain compression the powers are 1.75 W and 6.52 W. In a scan of resistances about 5\% apart, the best value was 42.4 ohm with 6.81 W. Thus $V_1/I_1$ is the optimum for unclipped operation and a starting value for compressed operation. A likely reason for the shift is that clipping raises the possible fundamental current. For a current between 0 and $I_{\max}$, its amplitude obeys
\begin{equation}
\frac1\pi\int_0^{2\pi}i\cos\theta\,d\theta
\le\frac{I_{\max}}{\pi}\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta
=\frac{2I_{\max}}{\pi}=\frac4\pi I_1 ,
\end{equation}
which exceeds $I_1$. More current at a similar voltage calls for a smaller resistance.

\subsection{Feedback}

A gate-drain capacitance $C_{gd}$ makes the output admittance depend on the source. Switch the source off and apply $V$ to the drain. If $Y_g=G_s+j\omega(C_{gs}+C_{gd})$ is the total gate-node admittance, then $Y_gV_g=j\omega C_{gd}V$. Adding the currents entering the drain gives
\begin{equation}
Y_{\rm out}=Y_o+j\omega C_{gd}
+\frac{j\omega C_{gd}(g_m-j\omega C_{gd})}{Y_g}.
\end{equation}
The conjugate load is now $Y_{\rm out}^*$, provided $\operatorname{Re}Y_{\rm out}>0$. Without that condition there is no passive conjugate match.

For $C_{gd}=0.04$ pF and a 10 ohm source, $\operatorname{Re}Y_{\rm out}=5.68$ mS and the conjugate load gives 1.635 W unclipped. For a 50 ohm source the values are 11.31 mS and 3.26 W. In both cases the best load on the grid described above gives 5.76 W. The grid has no point at 20.83 mS, so this is a lower bound on the best power. Feedback can bring the two loads closer together, and the size of the penalty depends on the source.

\subsection{The model beside a real device}

The parameters are rough values for this class of transistor, not data for one product. Continuous class-A bias is a severe thermal condition: without a signal it would dissipate $28\times0.5=14$ W in 1 mm of gate width before heating reduces the current. Take a rough thermal resistance of 10 K/W and a current loss of 0.2\% per kelvin. The temperature rise $\Delta T$ then satisfies
\begin{equation}
\Delta T=140\ \text{K}\left(1-0.002\,\frac{\Delta T}{\text{K}}\right),
\qquad \Delta T=\frac{140}{1.28}\ \text{K}=109\ \text{K}.
\end{equation}
At this quiescent temperature, with $V_k$ and $g_o$ held fixed, the load-line power falls to 4.69 W and its resistance rises to 61.4 ohm. These values suit a signal too brief to change the temperature. Under a sustained signal part of the supplied power goes to the load instead of heating the channel, so the load-line power lies between 4.69 and 6.00 W, provided the load is chosen afresh as $V_1/I_1$ at the operating temperature. A load left at 48 ohm is current-limited once the channel is hot: at the quiescent temperature $I_1=0.391$ A and it gives $0.391^2\times48/2\ \text{W}=3.7$ W. The voltage-limited conjugate power stays at 1.44 W. The value 10 K/W is optimistic for 1 mm of gate width; a mounted device may have two or three times as much. With 30 K/W the same equation gives $\Delta T=420/1.84\ \text{K}=228$ K and 3.26 W, a temperature at which the linear loss law is no more than a guide.

Charge trapping can raise the knee under large signals. A rough knee of 8 V reduces $V_1$ to 20 V and the conjugate power to 1.00 W. The load-line power falls to 5.00 W if the load is changed to the new ratio $V_1/I_1$, or 40 ohm. A load left at 48 ohm gives $20^2/(2\times48)\ \text{W}=4.17$ W. Breakdown is not the limit here: the load-line peak is 52 V, against a rough breakdown voltage of 120 V. Of the effects sized, feedback with the 50 ohm source reduces the advantage of the better load most, from a factor of 4.17 to at least 1.77. Gate resistance, gate conduction, nonlinear capacitances and frequency-dependent output conductance are left out, so the calculated gains and powers are not forecasts for a particular amplifier. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Frequency: 3.5 GHz
Supply voltage: 28.0 V
Knee voltage: 4.0 V
Maximum channel current: 1.000 A
Transconductance: 300.0 mS
Output conductance: 5.00 mS
C_ds, C_gs, C_gd: 0.30, 1.20, 0.04 pF
Source resistance: 10.0 ohm
Output susceptance: 6.60 mS
Voltage swing V1: 24.0 V
Current swing I1: 0.500 A
Load-line conductance: 20.83 mS
Load-line parallel resistance: 48.0 ohm
Conjugate parallel resistance: 200.0 ohm
Conductance ratio r: 4.167 (dimensionless)
Available gain: 22.26 dB
Transducer gain, load line: 20.21 dB
Gain change, load line vs conjugate: -2.05 dB
Unclipped power, load line: 6.000 W
Unclipped power, conjugate: 1.440 W
Power change, load line vs conjugate: 6.20 dB
Input at clipping, load line: 57.10 mW
Input at clipping, conjugate: 8.56 mW
Fixed-gate current at knee: 0.380 A
Complex loads tested: 532 (count)
Largest grid error: 8.0e-05 (relative)
Small gate-drive amplitude: 0.40 V
Small-drive power, conjugate: 0.360 W
Small-drive power, load line: 0.225 W
Full gate-drive amplitude: 2.067 V
Linear drain amplitude, conjugate: 62.0 V
Actual drain amplitude, conjugate: 29.5 V
Full-drive power, conjugate: 2.174 W
Full-drive power, load line: 6.000 W
Sloped-knee unclipped power, conjugate: 1.624 W
Sloped-knee unclipped power, load line: 6.000 W
1 dB compressed power, conjugate: 1.746 W
1 dB compressed power, load line: 6.524 W
Best scanned resistance at 1 dB: 42.4 ohm
Best scanned power at 1 dB: 6.807 W
Feedback, 10 ohm source: Y_out = 5.68 + j 9.93 mS
  Unclipped power, conjugate / best grid: 1.635 / 5.760 W
Feedback, 50 ohm source: Y_out = 11.31 + j 12.07 mS
  Unclipped power, conjugate / best grid: 3.256 / 5.760 W
Rough thermal resistance: 10.0 K/W
Rough current loss: 0.20 percent/K
Quiescent temperature rise: 109.4 K
Hot power, conjugate / load line: 1.440 / 4.688 W
Hot load-line resistance: 61.4 ohm
Rough knee after trapping: 8.0 V
Trapping power, conjugate / load line: 1.000 / 5.000 W
Peak drain voltage, load line: 52.0 V
Rough breakdown voltage: 120.0 V
\end{verbatim}
